**Shallow-donor levels: hydrogenic formula against numerical solutions**

The program examines $E_n=E_c-E_b/n^2$ with $E_b=\mathrm{Ry}\,\mu/\varepsilon^2$ and $a_d=a_0\varepsilon/\mu$, where $E_c$ is the band edge, $\mu$ the effective mass in units of the free-electron mass, $\varepsilon$ the static relative permittivity and $a_d$ the donor radius. For a one-dimensional crystal with a smooth impurity, it asserts that the envelope equation agrees with full diagonalization within 1% for the wider impurity, and better than for the narrower one; the output shows deviations of 0.036% and 0.142%. For a Coulomb centre on a cubic lattice, it asserts a deviation below 2% at a radius of six spacings and less than half of that at three spacings; the printed ratios to the hydrogenic binding are 0.9931 and 0.9746. Radial-grid energies are asserted to match the formula within a relative $2\times10^{-4}$ for three levels with $l=0$, one with $l=1$, and separately doubled mass and permittivity. Further assertions cover the series solution, the Fourier transform of the screened Coulomb potential and the probability near the donor. For $\mu=0.10$ and $\varepsilon=12$, the output gives a binding energy of 9.448 meV and a donor radius of 6.350 nm.

## Program and output

```python
"""Shallow donor in the effective-mass approximation.
Result under test: E_n = E_c - E_b/n^2, E_b = Ry*mu/eps^2, a_d = a0*eps/mu,
mu = effective mass / free-electron mass, eps = static relative permittivity,
E_c = conduction-band edge, a_d = donor Bohr radius.
Independent roads: full diagonalization of a 1D crystal with an impurity,
a 3D lattice with a Coulomb centre, and the radial equation on a grid.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal, toeplitz
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh

# ---------- 1D crystal: full Hamiltonian against envelope equation ----------
# Units: hbar = m0 = lattice constant = 1; crystal potential V0*cos(2 pi x).
V0 = 3.0
CELLS = 240


def crystal_bands(k):
    n = np.arange(-8, 8)
    h = np.diag((k + 2 * np.pi * n) ** 2 / 2)
    h = h + V0 / 2 * (np.eye(len(n), k=1) + np.eye(len(n), k=-1))
    return np.linalg.eigvalsh(h)


edge_bands = crystal_bands(np.pi)
edge_1d = edge_bands[1]
gap_1d = edge_bands[1] - edge_bands[0]
dk = 0.003
curvature = (crystal_bands(np.pi + dk)[1] + crystal_bands(np.pi - dk)[1]
             - 2 * edge_1d) / dk ** 2
mass_1d = 1 / curvature
assert mass_1d > 0


def impurity_matrix(size, strength, width):
    """Plane-wave matrix of -strength/sqrt(x^2+width^2) in the periodic box."""
    points = 8192
    x = CELLS * np.arange(points) / points
    x = np.where(x >= CELLS / 2, x - CELLS, x)
    coefficients = np.fft.fft(-strength / np.sqrt(x ** 2 + width ** 2)).real
    return toeplitz(coefficients[:size] / points)


def binding_full_crystal(strength, width):
    j = np.arange(-3 * CELLS, 3 * CELLS + 1)
    h = impurity_matrix(len(j), strength, width)
    h += np.diag((2 * np.pi * j / CELLS) ** 2 / 2)
    h += V0 / 2 * (np.eye(len(j), k=CELLS) + np.eye(len(j), k=-CELLS))
    # The first band holds CELLS states; the next state is the donor level.
    level = eigh(h, eigvals_only=True, subset_by_index=[CELLS, CELLS])[0]
    return edge_1d - level


def binding_envelope(strength, width):
    j = np.arange(-250, 251)
    h = impurity_matrix(len(j), strength, width)
    h += np.diag((2 * np.pi * j / CELLS) ** 2 / (2 * mass_1d))
    return -eigh(h, eigvals_only=True, subset_by_index=[0, 0])[0]


results_1d = []
for strength, width in ((0.5, 4.0), (0.25, 8.0)):
    full = binding_full_crystal(strength, width)
    envelope = binding_envelope(strength, width)
    results_1d.append((strength, width, full, envelope, envelope / full - 1))
assert abs(results_1d[1][4]) < 0.01
assert abs(results_1d[1][4]) < abs(results_1d[0][4])


# ---------- 3D cubic lattice with a Coulomb centre ----------
def lattice_binding_ratio(radius):
    """Binding on the lattice divided by the hydrogenic value.
    Hopping energy t = 1 = hbar^2/(2 m* spacing^2); radius = a_d/spacing.
    The donor sits at a cube centre; only states even in x, y, z are kept."""
    m = int(np.ceil(7 * radius))
    main = np.full(m, 2.0)
    main[0] = 1.0
    t1 = diags([main, -np.ones(m - 1), -np.ones(m - 1)], [0, 1, -1])
    one = identity(m)
    kinetic = (kron(kron(t1, one), one) + kron(kron(one, t1), one)
               + kron(kron(one, one), t1))
    c = np.arange(m) + 0.5
    r = np.sqrt(c[:, None, None] ** 2 + c[None, :, None] ** 2
                + c[None, None, :] ** 2).ravel()
    h = (kinetic + diags(-2 / (radius * r))).tocsr()
    energy = eigsh(h, k=1, which="SA", v0=np.ones(m ** 3), ncv=40,
                   tol=1e-7, return_eigenvectors=False)[0]
    return -energy * radius ** 2


lattice_radii = (1.5, 3.0, 6.0)
lattice_ratios = [lattice_binding_ratio(x) for x in lattice_radii]
assert abs(lattice_ratios[2] - 1) < 0.02
assert abs(lattice_ratios[2] - 1) < 0.5 * abs(lattice_ratios[1] - 1)

# ---------- radial equation in physical units (eV, nm) ----------
KIN = const.hbar ** 2 / (2 * const.m_e) / const.e * 1e18
COUL = const.e / (4 * np.pi * const.epsilon_0) * 1e9
RY = const.physical_constants["Rydberg constant times hc in eV"][0]
A0 = const.physical_constants["Bohr radius"][0] * 1e9


def binding_formula(mu, eps):
    return RY * mu / eps ** 2


def radial_bindings(mu, eps, l, count):
    step = 0.025
    r = step * np.arange(1, 10001)
    kin = KIN / mu
    diagonal = 2 * kin / step ** 2 + kin * l * (l + 1) / r ** 2 - COUL / (eps * r)
    off = np.full(len(r) - 1, -kin / step ** 2)
    return -eigh_tridiagonal(diagonal, off, eigvals_only=True, select="i",
                             select_range=(0, count - 1))


mu, eps, lattice_nm, gap_ev = 0.1, 12.0, 0.5, 1.0
s_levels = radial_bindings(mu, eps, 0, 3)
p_level = radial_bindings(mu, eps, 1, 1)[0]
E_b = binding_formula(mu, eps)
for n in (1, 2, 3):
    assert abs(s_levels[n - 1] * n ** 2 / E_b - 1) < 2e-4
assert abs(p_level * 4 / E_b - 1) < 2e-4
heavy = radial_bindings(2 * mu, eps, 0, 1)[0]
screened = radial_bindings(mu, 2 * eps, 0, 1)[0]
assert abs(heavy / binding_formula(2 * mu, eps) - 1) < 2e-4
assert abs(screened / binding_formula(mu, 2 * eps) - 1) < 2e-4

# ---------- series solution inserted in the radial equation ----------
r, a = sp.symbols("r a", positive=True)
for n, l in ((1, 0), (2, 0), (2, 1), (3, 0), (3, 1), (4, 1)):
    kappa = 1 / (n * a)
    c, poly = sp.Integer(1), sp.Integer(0)
    for j in range(n - l):
        poly += c * r ** j
        c = sp.simplify(2 * (kappa * (j + l + 1) - 1 / a) * c
                        / ((j + 1) * (j + 2 * l + 2)))
    assert c == 0
    u = r ** (l + 1) * sp.exp(-kappa * r) * poly
    residual = (sp.diff(u, r, 2) - l * (l + 1) * u / r ** 2
                + 2 * u / (a * r) - kappa ** 2 * u)
    assert sp.simplify(residual * sp.exp(kappa * r)) == 0

# ---------- Fourier transform of the screened Coulomb potential ----------
for q, damping in ((2.0, 0.5), (1.0, 0.2)):
    integral = quad(lambda x: np.exp(-damping * x), 0, np.inf,
                    weight="sin", wvar=q)[0]
    transform = 4 * np.pi * integral / q
    assert abs(transform / (4 * np.pi / (q ** 2 + damping ** 2)) - 1) < 1e-6

# ---------- validity measures of the example ----------
a_d = A0 * eps / mu
s = lattice_nm / a_d
inside = 1 - np.exp(-2 * s) * (1 + 2 * s + 2 * s ** 2)
norm = quad(lambda x: x ** 2 * np.exp(-2 * x), 0, np.inf)[0]
inside_quad = quad(lambda x: x ** 2 * np.exp(-2 * x), 0, s)[0] / norm
assert abs(inside / inside_quad - 1) < 1e-8
umklapp = (lattice_nm / (2 * np.pi * a_d)) ** 2

print("1D CRYSTAL (hbar = m0 = lattice constant = 1)")
print(f"potential amplitude V0 = {V0:.1f}, cells = {CELLS}")
print(f"gap = {gap_1d:.4f}, effective mass = {mass_1d:.5f}")
for strength, width, full, envelope, error in results_1d:
    print(f"impurity strength {strength:.2f}, width {width:.1f}:")
    print(f"  binding, full crystal = {full:.6f}")
    print(f"  binding, envelope eq. = {envelope:.6f}")
    print(f"  relative deviation = {100 * error:.3f} %")
print("3D LATTICE: binding / hydrogenic binding")
for radius, ratio in zip(lattice_radii, lattice_ratios):
    print(f"  a_d = {radius:.1f} lattice spacings: {ratio:.4f}")
print("MODEL DONOR")
print(f"mu = {mu:.2f}, eps = {eps:.1f}")
print(f"lattice constant = {lattice_nm:.2f} nm, gap = {gap_ev:.2f} eV")
print(f"Rydberg energy = {RY:.4f} eV, Bohr radius = {A0:.5f} nm")
print(f"scaling factor mu/eps^2 = {mu / eps ** 2:.4e}")
print(f"binding energy, formula = {1e3 * E_b:.3f} meV = {E_b * const.e:.3e} J")
print(f"donor Bohr radius = {a_d:.3f} nm")
print(f"donor radius / lattice constant = {a_d / lattice_nm:.2f}")
for n in (1, 2, 3):
    print(f"n = {n}, l = 0: grid {1e3 * s_levels[n - 1]:.3f} meV, "
          f"formula {1e3 * E_b / n ** 2:.3f} meV below edge")
print(f"n = 2, l = 1: grid {1e3 * p_level:.3f} meV below edge")
print(f"doubled mass: grid binding = {1e3 * heavy:.3f} meV")
print(f"doubled permittivity: grid binding = {1e3 * screened:.3f} meV")
print(f"binding energy / gap = {E_b / gap_ev:.5f}")
print(f"(q/G)^2 with q = 1/a_d, G = 2 pi/lattice constant: {umklapp:.2e}")
print(f"probability within one lattice constant = {inside:.2e}")
print(f"thermal energy kT at 300 K = {1e3 * const.k * 300 / const.e:.2f} meV")
print("OK")
```

Printed output:

```
1D CRYSTAL (hbar = m0 = lattice constant = 1)
potential amplitude V0 = 3.0, cells = 240
gap = 2.9957, effective mass = 0.13117
impurity strength 0.50, width 4.0:
  binding, full crystal = 0.063190
  binding, envelope eq. = 0.063280
  relative deviation = 0.142 %
impurity strength 0.25, width 8.0:
  binding, full crystal = 0.015814
  binding, envelope eq. = 0.015820
  relative deviation = 0.036 %
3D LATTICE: binding / hydrogenic binding
  a_d = 1.5 lattice spacings: 0.9153
  a_d = 3.0 lattice spacings: 0.9746
  a_d = 6.0 lattice spacings: 0.9931
MODEL DONOR
mu = 0.10, eps = 12.0
lattice constant = 0.50 nm, gap = 1.00 eV
Rydberg energy = 13.6057 eV, Bohr radius = 0.05292 nm
scaling factor mu/eps^2 = 6.9444e-04
binding energy, formula = 9.448 meV = 1.514e-21 J
donor Bohr radius = 6.350 nm
donor radius / lattice constant = 12.70
n = 1, l = 0: grid 9.448 meV, formula 9.448 meV below edge
n = 2, l = 0: grid 2.362 meV, formula 2.362 meV below edge
n = 3, l = 0: grid 1.050 meV, formula 1.050 meV below edge
n = 2, l = 1: grid 2.362 meV below edge
doubled mass: grid binding = 18.897 meV
doubled permittivity: grid binding = 2.362 meV
binding energy / gap = 0.00945
(q/G)^2 with q = 1/a_d, G = 2 pi/lattice constant: 1.57e-04
probability within one lattice constant = 5.79e-04
thermal energy kT at 300 K = 25.85 meV
OK
```
